# Self-energy and pair interaction of Gaussian compensation charges

## Question

I am learning how compensation charges are used in the projector augmented-wave (PAW) method, and I am stuck on an exercise about their electrostatics. A charge \(Z\) is distributed as \(\exp(-r^2/s^2)\). I have to show that its self-energy is

\[
E_{\text{self}}=\frac{Z^2}{\sqrt{2\pi}\,s},
\]

and that two such charges with centres a distance \(R\) apart interact with the energy

\[
U(R)=\frac{Z^2}{R}\,\operatorname{erf}\!\left(\frac{R}{\sqrt2\,s}\right).
\]

Then I have to evaluate both for \(Z=14\) and \(s=0.7\) bohr.

I have read that the potential of one such charge is \(Z\operatorname{erf}(r/s)/r\), although I cannot derive it. For the pair I multiplied this potential, taken at \(r=R\), by the other charge \(Z\). That gives \(Z^2\operatorname{erf}(R/s)/R\), without the \(\sqrt2\). For the self-energy I tried letting \(R\to0\) in the pair formula I am supposed to prove, and I get twice the stated self-energy. Where do the \(\sqrt2\) and the factor of 2 come from? And what should I use for \(R\), which the exercise does not give?

## Answer

Both target formulas are correct. Your pair energy lacks the \(\sqrt2\) because it treats the second charge as a point, although it is a cloud too. Your factor of 2 comes from counting: the self-energy counts each pair of charge elements once, while the limit \(R\to0\) of the pair formula describes two separate clouds lying on top of each other. Since \(R\) is not given, \(U\) has to be evaluated as a function of distance; I use three values below.

I work in Hartree atomic units, where charges are in units of \(e\), lengths in bohr, and two point charges \(q_1,q_2\) at distance \(r\) have energy \(q_1q_2/r\). The clouds are rigid and stand in free space, without periodic images.

### The density

Write \(\rho(r)=A\exp(-r^2/s^2)\) and choose \(A\) so that the total charge is \(Z\). The integral needed is \(G=\int_{-\infty}^{\infty}e^{-x^2}dx\). Its square is an integral over a plane, which is easy in polar coordinates:

\[
G^2=\int_0^\infty 2\pi p\,e^{-p^2}\,dp=\pi,
\qquad G=\sqrt\pi .
\]

Because \(r^2=x^2+y^2+z^2\), the three-dimensional Gaussian is a product of three one-dimensional ones, each of which integrates to \(\sqrt\pi\,s\). Hence \(A(\sqrt\pi\,s)^3=Z\), and

\[
\rho(r)=\frac{Z}{\pi^{3/2}s^3}\,e^{-r^2/s^2}.
\]

Note the convention: the exponent is \(r^2/s^2\), not \(r^2/(2s^2)\). With the other convention, the factors of \(\sqrt2\) in the results would change.

### The potential of one cloud

The charge inside a sphere of radius \(r\) is, with \(t=sx\) and \(a=r/s\),

\[
Q(r)=\int_0^r4\pi t^2\rho(t)\,dt
=\frac{4Z}{\sqrt\pi}\int_0^{a}x^2e^{-x^2}dx .
\]

Integrate by parts, splitting the integrand into \(x\) and \(xe^{-x^2}\). The second factor has the antiderivative \(-\tfrac12e^{-x^2}\), so

\[
\int_0^a x^2e^{-x^2}dx
=-\frac a2e^{-a^2}+\frac12\int_0^a e^{-x^2}dx
=-\frac a2e^{-a^2}+\frac{\sqrt\pi}{4}\operatorname{erf}(a).
\]

The last form uses the definition \(\operatorname{erf}(a)=(2/\sqrt\pi)\int_0^a e^{-x^2}dx\). Therefore

\[
Q(r)=Z\left[\operatorname{erf}\!\left(\frac rs\right)-\frac{2r}{\sqrt\pi\,s}e^{-r^2/s^2}\right].
\]

By Gauss's law, the radial field of a spherical charge is \(Q(r)/r^2\). With the potential set to zero at infinity, \(V(r)\) is the integral of this field from \(r\) outwards. Another integration by parts gives

\[
V(r)=\int_r^\infty\frac{Q(t)}{t^2}dt
=\frac{Q(r)}r+\int_r^\infty\frac{Q'(t)}t\,dt .
\]

The boundary term at infinity vanishes because \(Q\) tends to the finite value \(Z\). Since \(Q'(t)=4\pi t^2\rho(t)\), the remaining integral is

\[
\int_r^\infty4\pi t\,\rho(t)\,dt
=\frac{4Z}{\sqrt\pi\,s^3}\int_r^\infty t\,e^{-t^2/s^2}dt
=\frac{4Z}{\sqrt\pi\,s^3}\,\frac{s^2}{2}e^{-r^2/s^2}
=\frac{2Z}{\sqrt\pi\,s}e^{-r^2/s^2}.
\]

This cancels the exponential term in \(Q(r)/r\), leaving the potential you had read about:

\[
V(r)=\frac{Z}{r}\operatorname{erf}\!\left(\frac rs\right).
\]

Far away, \(\operatorname{erf}\to1\) and the cloud looks like a point charge. Near the centre, \(\operatorname{erf}(x)\approx2x/\sqrt\pi\), so the potential stays finite: \(V(0)=2Z/(\sqrt\pi\,s)\).

### The self-energy

Imagine the cloud cut into small charges \(q_i\). Its energy is the sum of \(q_iq_j/r_{ij}\) over distinct pairs. A double sum that lets both \(i\) and \(j\) run over all elements meets every pair twice, once as \((i,j)\) and once as \((j,i)\), so it must be halved. In the continuous limit,

\[
E_{\text{self}}
=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'
=\frac12\int\rho(r)V(r)\,d^3r .
\]

The inner integral over \(\mathbf r'\) is just the potential, so a six-dimensional integral has become a radial one. Insert \(\rho\), \(V\) and \(d^3r=4\pi r^2dr\):

\[
E_{\text{self}}
=\frac12\int_0^\infty4\pi r^2\,
\frac{Z\,e^{-r^2/s^2}}{\pi^{3/2}s^3}\,
\frac{Z\operatorname{erf}(r/s)}r\,dr
=\frac{2Z^2}{\sqrt\pi\,s^3}\int_0^\infty r\,e^{-r^2/s^2}\operatorname{erf}\!\left(\frac rs\right)dr .
\]

With \(r=sx\), the product \(r\,dr\) supplies a factor \(s^2\):

\[
E_{\text{self}}=\frac{2Z^2}{\sqrt\pi\,s}\,I,
\qquad I=\int_0^\infty x\,e^{-x^2}\operatorname{erf}(x)\,dx .
\]

To find \(I\), integrate \(xe^{-x^2}\) and differentiate the error function, whose derivative is \((2/\sqrt\pi)e^{-x^2}\):

\[
I=\left[-\frac12e^{-x^2}\operatorname{erf}(x)\right]_0^\infty
+\frac12\int_0^\infty e^{-x^2}\frac{2}{\sqrt\pi}e^{-x^2}dx
=\frac1{\sqrt\pi}\int_0^\infty e^{-2x^2}dx .
\]

The bracket vanishes at infinity because of the exponential, and at zero because \(\operatorname{erf}(0)=0\). The last integral is half of a full Gaussian integral, \(\tfrac12\sqrt{\pi/2}\). Thus \(I=1/(2\sqrt2)\), and

\[
E_{\text{self}}
=\frac{2Z^2}{\sqrt\pi\,s}\,\frac1{2\sqrt2}
=\frac{Z^2}{\sqrt{2\pi}\,s}.
\]

The energy grows as \(1/s\) when the cloud is compressed. It has no finite limit for a point charge.

### The pair interaction

Now take one cloud centred at the origin and another centred at \(\mathbf R\). Let \(\mathbf r\) be the position of an element of the first cloud, and \(\mathbf t\) that of an element of the second, measured from the second cloud's own centre. The distance between the elements is \(|\mathbf R+\mathbf t-\mathbf r|\), so

\[
U(R)=\iint\frac{\rho(\mathbf r)\rho(\mathbf t)}{|\mathbf R-(\mathbf r-\mathbf t)|}\,d^3r\,d^3t .
\]

There is no factor \(\tfrac12\): one element comes from each cloud, and every such pair appears once.

Your attempt replaced the second cloud by a point at its centre, that is, it set \(\mathbf t=0\) for all its charge. The result \(Z^2\operatorname{erf}(R/s)/R\) is the energy of a point charge in the potential of a cloud.

To keep both clouds spread out, notice that the denominator contains \(\mathbf r\) and \(\mathbf t\) only through \(\mathbf d=\mathbf r-\mathbf t\). Collect all pairs of elements with the same \(\mathbf d\). At fixed \(\mathbf r\), replacing \(\mathbf t\) by \(\mathbf r-\mathbf d\) leaves the volume element unchanged, and

\[
U(R)=\int\frac{C(\mathbf d)}{|\mathbf R-\mathbf d|}\,d^3d,
\qquad
C(\mathbf d)=\int\rho(\mathbf r)\rho(\mathbf r-\mathbf d)\,d^3r .
\]

The product of the two densities contains the exponent \(-(r^2+|\mathbf r-\mathbf d|^2)/s^2\). Complete the square:

\[
r^2+|\mathbf r-\mathbf d|^2
=2r^2-2\mathbf r\cdot\mathbf d+d^2
=2\left|\mathbf r-\frac{\mathbf d}{2}\right|^2+\frac{d^2}{2}.
\]

The shift by \(\mathbf d/2\) does not affect an integral over all space. The remaining Gaussian \(\exp(-2q^2/s^2)\) integrates to \((\sqrt{\pi/2}\,s)^3=\pi^{3/2}s^3/2^{3/2}\). Therefore

\[
C(d)=\frac{Z^2}{\pi^3s^6}\,\frac{\pi^{3/2}s^3}{2^{3/2}}\,e^{-d^2/(2s^2)}
=\frac{Z^2}{\pi^{3/2}(\sqrt2\,s)^3}\,e^{-d^2/(\sqrt2\,s)^2}.
\]

Compare this with \(\rho\). It is the same normalized Gaussian, with \(Z\) replaced by \(Z^2\) and \(s\) by \(\sqrt2\,s\). This is the origin of the \(\sqrt2\): the difference of two positions, each spread over a cloud, is spread more widely than either position alone.

The integral for \(U(R)\) is then the potential, at distance \(R\), of a Gaussian with weight \(Z^2\) and width \(\sqrt2\,s\). That potential is already known, so the same replacements in \(V(r)\) give

\[
U(R)=\frac{Z^2}{R}\operatorname{erf}\!\left(\frac{R}{\sqrt2\,s}\right).
\]

### Your factor of 2

The series of the error function begins \(\operatorname{erf}(x)=(2/\sqrt\pi)(x-x^3/3+\dots)\). With \(x=R/(\sqrt2\,s)\),

\[
U(R)=\sqrt{\frac2\pi}\,\frac{Z^2}{s}\left(1-\frac{R^2}{6s^2}+\dots\right),
\qquad
U(0)=\sqrt{\frac2\pi}\,\frac{Z^2}{s}=2E_{\text{self}} .
\]

So your limit was right, but it is not the self-energy. The total energy of two clouds is

\[
E_{\text{total}}(R)=2E_{\text{self}}+U(R),
\]

which becomes \(4E_{\text{self}}\) at \(R=0\). Two coincident clouds form one cloud of charge \(2Z\) and the same width, whose self-energy is \((2Z)^2/(\sqrt{2\pi}\,s)=4E_{\text{self}}\). The counting is consistent.

### Numbers

For the self-energy, \(Z^2=196\) and \(\sqrt{2\pi}\,s=1.75464\) bohr, so

\[
E_{\text{self}}=\frac{196}{1.75464}=111.704\ \text{hartree}\quad(3039.6\ \text{eV}).
\]

For the interaction, \(\sqrt2\,s=0.98995\) bohr. I choose \(R=1\), 2 and 4 bohr, to go from strongly overlapping to nearly separate clouds.

- At \(R=1\) bohr, the argument of the error function is \(1/0.98995=1.01015\), and \(U=(196/1)\times0.846873=165.987\) hartree (4516.7 eV).
- At \(R=2\) bohr, the argument is \(2.02031\), and \(U=(196/2)\times0.995725=97.581\) hartree (2655.3 eV).
- At \(R=4\) bohr, the argument is \(4.04061\), and \(U=(196/4)\times0.999999989=49.000\) hartree (1333.4 eV).

A numerical evaluation of the Coulomb integrals, starting from the density alone, agrees with both closed formulas for these parameters.

The same integration at \(R=0.01\) bohr gives 223.4001 hartree, close to \(2E_{\text{self}}=223.4077\) hartree. The small difference is what the term \(-R^2/(6s^2)\) predicts.

### When the clouds act like points

Two point charges would have the energy \(Z^2/R\). The clouds fall short of it by

\[
\Delta(R)=\frac{Z^2}{R}-U(R)
=\frac{Z^2}{R}\operatorname{erfc}\!\left(\frac{R}{\sqrt2\,s}\right),
\qquad \operatorname{erfc}(x)=1-\operatorname{erf}(x).
\]

In the example, \(\Delta\) is 30.0 hartree at 1 bohr, 0.419 hartree at 2 bohr and \(5.4\times10^{-7}\) hartree at 4 bohr. To see why it drops so fast, use \(t/x\ge1\) in the integral for \(\operatorname{erfc}\) when \(x>0\):

\[
\operatorname{erfc}(x)=\frac2{\sqrt\pi}\int_x^\infty e^{-t^2}dt
\le\frac2{\sqrt\pi}\int_x^\infty\frac tx\,e^{-t^2}dt
=\frac{e^{-x^2}}{\sqrt\pi\,x}.
\]

The shortfall therefore decays at least as fast as \(e^{-R^2/(2s^2)}/R^2\). It never reaches zero at finite \(R\), because Gaussian tails have no edge.

### What this has to do with PAW

In PAW, compensation charges are added to a smooth density so that the charge around each atom has the correct multipole moments. The long-range electrostatics can then be computed from smooth functions. Your exercise treats the spherical part of such a charge, with \(Z\) as a given number. In an actual PAW calculation this monopole is the difference between the true charge and the smooth charge inside the atomic sphere. It is not the bare nuclear charge, so \(Z=14\) is only an exercise value.

The two formulas show what must be corrected if smooth clouds stand in for point charges. For a finite set of \(N\) equal clouds, the electrostatic energy of their total density is

\[
E_{\text{smooth}}=N E_{\text{self}}+\sum_{i<j}U(R_{ij}).
\]

The interaction energy of the corresponding point charges is \(\sum_{i<j}Z^2/R_{ij}\). Since \(Z^2/R_{ij}=U(R_{ij})+\Delta(R_{ij})\),

\[
\sum_{i<j}\frac{Z^2}{R_{ij}}
=E_{\text{smooth}}-N E_{\text{self}}+\sum_{i<j}\Delta(R_{ij}).
\]

The self-energies are removed, and the short-range shortfall is restored. The left side does not contain \(s\), so the width is a computational choice here: a wider cloud is smoother, but its correction \(\Delta\) reaches further.

This is not a full PAW total energy, which also contains the electrons and the one-centre corrections. Those corrections assume that the compensation charge lies inside the atomic sphere, and this limits the width. By the formula for \(Q(r)\) with \(Z=14\), the charge left outside a radius of 2.2 bohr is 0.0027 \(e\) for \(s=0.7\) bohr but 0.30 \(e\) for \(s=1.0\) bohr. The formulas also need changing if the clouds have different widths or are not spherical, and a periodic crystal requires a separate treatment of the lattice sum.

## Computed values

```
Charge Z = 14 e
Width s = 0.7 bohr
Z^2 = 196 e^2
sqrt(2 pi) s = 1.754640 bohr
sqrt(2) s = 0.989949 bohr
Integral of x exp(-x^2) erf(x) = 0.35355339 (no unit)
Central potential V(0) = 22.567583 hartree/e
Self-energy, formula = 111.703839 hartree
Self-energy, quadrature = 111.703839 hartree
Self-energy, converted = 3039.62 eV
Pair limit U(0) = 2 E_self = 223.407677 hartree
Quadrature U at R = 0.01 bohr: 223.400078 hartree
Distance R = 1.0 bohr
  erf argument R/(sqrt(2) s) = 1.010153 (no unit)
  erf value = 0.8468725490 (no unit)
  U, formula = 165.98701960 hartree
  U, quadrature = 165.98701960 hartree
  U, converted = 4516.74 eV
  Point-charge value Z^2/R = 196.000000 hartree
  Shortfall = 3.0013e+01 hartree
Distance R = 2.0 bohr
  erf argument R/(sqrt(2) s) = 2.020305 (no unit)
  erf value = 0.9957252660 (no unit)
  U, formula = 97.58107607 hartree
  U, quadrature = 97.58107607 hartree
  U, converted = 2655.32 eV
  Point-charge value Z^2/R = 98.000000 hartree
  Shortfall = 4.1892e-01 hartree
Distance R = 4.0 bohr
  erf argument R/(sqrt(2) s) = 4.040610 (no unit)
  erf value = 0.9999999890 (no unit)
  U, formula = 48.99999946 hartree
  U, quadrature = 48.99999946 hartree
  U, converted = 1333.36 eV
  Point-charge value Z^2/R = 49.000000 hartree
  Shortfall = 5.3981e-07 hartree
```
